# Vineyard's Harmonic Rate for Defect Migration: a numerical check

```python
"""Test of Vineyard's harmonic rate for a defect hop through one saddle:
    k = product(nu_minimum) / product(nu_saddle, stable) * exp(-barrier/kT)
nu are ordinary frequencies (angular frequency / 2 pi).
Model coordinates (nm): x = defect position along the hop,
b = opening of the host gate, w = tilt of the host gate.
    V = E0 s + kb (1 + eta s) b^2/2 - g b s + kw w^2/2 - f w sin(2 pi x/a)
with s = sin^2(pi x/a). Internal units: eV, nm, atomic mass unit (u);
the time unit then is nm*sqrt(u/eV). The parameters are round model values.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import root

time_unit = 1e-9 * np.sqrt(sc.atomic_mass / sc.e)      # seconds
hbar = sc.hbar / sc.e / time_unit                      # eV * time unit
kB = sc.k / sc.e                                       # eV/K
a, E0, kb, eta, g, kw, f = 0.30, 1.4, 1000.0, 0.3, 20.0, 800.0, 15.0
masses = np.array([12.0, 28.0, 28.0])
root_m = np.sqrt(masses)
T_anneal, T_device = 1000.0, 450.0


def potential(r):
    x, b, w = r
    s = np.sin(np.pi * x / a)**2
    return (E0 * s + 0.5 * kb * (1 + eta * s) * b**2 - g * b * s
            + 0.5 * kw * w**2 - f * w * np.sin(2 * np.pi * x / a))


def gradient(r):
    x, b, w = r
    sine, cosine = np.sin(2 * np.pi * x / a), np.cos(2 * np.pi * x / a)
    s = 0.5 * (1 - cosine)
    return np.array([
        np.pi / a * sine * (E0 + 0.5 * kb * eta * b**2 - g * b)
        - f * w * 2 * np.pi / a * cosine,
        kb * (1 + eta * s) * b - g * s,
        kw * w - f * sine])


def hessian(r, step=1e-5):
    h = np.array([(gradient(r + d) - gradient(r - d)) / (2 * step)
                  for d in step * np.eye(3)])
    return 0.5 * (h + h.T)


def stationary_point(guess, force=0.0):
    push = np.array([force, 0.0, 0.0])
    r = root(lambda q: gradient(q) - push, guess, tol=1e-12).x
    assert np.max(np.abs(gradient(r) - push)) < 1e-7
    return r


def dynamical_matrix(r, m=masses):
    return hessian(r) / np.sqrt(np.outer(m, m))


def vineyard_prefactor(r_min, r_sad, m=masses):
    low = np.linalg.eigvalsh(dynamical_matrix(r_min, m))
    top = np.linalg.eigvalsh(dynamical_matrix(r_sad, m))
    assert low[0] > 0 and top[0] < 0 < top[1]
    nu_low = np.sqrt(low) / (2 * np.pi)
    nu_top = np.sqrt(top[1:]) / (2 * np.pi)
    return np.prod(nu_low) / np.prod(nu_top)


# The gradient must be the derivative of the potential.
probe = np.array([0.07, 0.011, -0.013])
numeric = [(potential(probe + d) - potential(probe - d)) / 2e-6
           for d in 1e-6 * np.eye(3)]
assert np.allclose(numeric, gradient(probe), rtol=1e-5, atol=1e-5)

# Stationary points, and a single climb between them.
minimum = stationary_point([0.01, 0.002, 0.001])
saddle = stationary_point([0.49 * a, 0.014, 0.001])
V_min, V_sad = potential(minimum), potential(saddle)
barrier = V_sad - V_min
path_x = np.linspace(0, a / 2, 201)
path_s = np.sin(np.pi * path_x / a)**2
relaxed = potential((path_x, g * path_s / (kb * (1 + eta * path_s)),
                     f * np.sin(2 * np.pi * path_x / a) / kw))
assert np.all(np.diff(relaxed) > 0)
assert abs(relaxed[-1] - V_sad) < 1e-9

D_min, D_sad = dynamical_matrix(minimum), dynamical_matrix(saddle)
lam_min = np.linalg.eigvalsh(D_min)
lam_sad, vec_sad = np.linalg.eigh(D_sad)
omega_b = np.sqrt(-lam_sad[0])
unstable = vec_sad[:, 0] * np.sign(vec_sad[0, 0])
prefactor = vineyard_prefactor(minimum, saddle)

# Masses enter the prefactor only through the unstable frequency.
K_ratio = np.linalg.det(hessian(minimum)) / abs(np.linalg.det(hessian(saddle)))
heavy = masses * np.array([2.0, 1.0, 1.0])
for m in (masses, heavy):
    wb = np.sqrt(-np.linalg.eigvalsh(dynamical_matrix(saddle, m))[0])
    assert np.isclose(vineyard_prefactor(minimum, saddle, m),
                      wb / (2 * np.pi) * np.sqrt(K_ratio), rtol=1e-8)
heavy_ratio = vineyard_prefactor(minimum, saddle, heavy) / prefactor


def tangents(normal):
    return np.linalg.svd(normal[None, :])[2][1:]


# Among planes through the saddle, the stable-mode plane has least flux.
rng = np.random.default_rng(7)
usable = 0
for trial in range(300):
    n = unstable + 0.5 * rng.normal(size=3)
    n /= np.linalg.norm(n)
    t = tangents(n)
    restricted = t @ D_sad @ t.T
    det_r = np.linalg.det(restricted)
    formula = np.linalg.det(D_sad) * (n @ np.linalg.solve(D_sad, n))
    assert np.isclose(det_r, formula, rtol=1e-7, atol=1e-7)
    if np.linalg.eigvalsh(restricted)[0] > 0:
        usable += 1
        assert det_r <= np.prod(lam_sad[1:]) * (1 + 1e-9)
assert usable > 50
x_normal = np.array([1.0, 0.0, 0.0])
t = tangents(x_normal)
harmonic_excess = np.sqrt(np.prod(lam_sad[1:])
                          / np.linalg.det(t @ D_sad @ t.T))

# Mean one-way thermal velocity in mass-weighted coordinates.
kT = kB * T_anneal
one_way = quad(lambda v: v * np.exp(-v * v / (2 * kT))
               / np.sqrt(2 * np.pi * kT), 0, 12 * np.sqrt(kT))[0]
assert np.isclose(one_way, np.sqrt(kT / (2 * np.pi)), rtol=1e-7)


def well_integral(kT):
    """Full configuration integral of the well, mass-weighted."""
    x = np.linspace(-a / 2, a / 2, 241)[:-1]
    sb, sw = np.sqrt(kT / kb), np.sqrt(kT / kw)
    b = np.linspace(-8 * sb, g / kb + 8 * sb, 101)
    w = np.linspace(-f / kw - 8 * sw, f / kw + 8 * sw, 121)
    V = potential((x[:, None, None], b[None, :, None], w[None, None, :]))
    cell = (x[1] - x[0]) * (b[1] - b[0]) * (w[1] - w[0])
    return np.exp(-(V - V_min) / kT).sum() * cell * np.prod(root_m)


def plane_ensemble(normal, kT):
    """Grid on a plane through the saddle, with Boltzmann weights."""
    t = tangents(normal)
    lam, rot = np.linalg.eigh(t @ D_sad @ t.T)
    axes = rot.T @ t
    c = np.linspace(-7, 7, 141)
    c1, c2 = np.meshgrid(c * np.sqrt(kT / lam[0]),
                         c * np.sqrt(kT / lam[1]), indexing="ij")
    shift = axes.T @ np.array([c1.ravel(), c2.ravel()])
    points = saddle[:, None] + shift / root_m[:, None]
    weight = np.exp(-(potential(points) - V_sad) / kT)
    cell = (c[1] - c[0])**2 * kT / np.sqrt(np.prod(lam))
    return points, axes, weight, weight.sum() * cell


def flux_prefactor(normal, kT):
    """Full anharmonic flux rate without its exp(-barrier/kT)."""
    surface = plane_ensemble(normal, kT)[3]
    return np.sqrt(kT / (2 * np.pi)) * surface / well_integral(kT)


# The full integrals must tend to the harmonic formula as T goes to zero.
ratio = {T: flux_prefactor(unstable, kB * T) / prefactor
         for T in (40.0, 80.0, T_device, T_anneal)}
limit = 2 * ratio[40.0] - ratio[80.0]
assert abs(limit - 1) < 2e-3        # remainder is of second order in T


def transmission(normal, kT, pairs=40000, duration_fs=90.0, step_fs=0.5):
    """Net fraction of the one-way flux that ends beyond the saddle."""
    points, axes, weight, _ = plane_ensemble(normal, kT)
    pick = rng.choice(weight.size, size=pairs, p=weight / weight.sum())
    along = np.sqrt(kT) * rng.normal(size=(2, pairs))
    across = np.sqrt(-2 * kT * np.log(1 - rng.random(pairs)))
    P = axes.T @ along + normal[:, None] * across
    r = np.concatenate([points[:, pick], points[:, pick]], axis=1)
    v = np.concatenate([P, -P], axis=1) / root_m[:, None]
    dt = step_fs * 1e-15 / time_unit
    acc = -gradient(r) / masses[:, None]
    for _ in range(int(round(duration_fs / step_fs))):
        v += 0.5 * dt * acc
        r += dt * v
        acc = -gradient(r) / masses[:, None]
        v += 0.5 * dt * acc
    beyond = r[0] > a / 2
    return beyond[:pairs].mean() - beyond[pairs:].mean()


# Two different planes must give one and the same corrected rate.
kappa_mode = transmission(unstable, kT)
kappa_x = transmission(x_normal, kT)
ratio_x = flux_prefactor(x_normal, kT) / prefactor
corrected_mode = ratio[T_anneal] * kappa_mode
corrected_x = ratio_x * kappa_x
# 2 % covers sampling noise and the finite trajectory time
assert abs(corrected_mode / corrected_x - 1) < 0.02
assert kappa_mode > kappa_x


def quantum_factor(kT):
    """Quantum harmonic rate divided by the classical harmonic rate."""
    x0, xs = hbar * np.sqrt(lam_min) / kT, hbar * np.sqrt(lam_sad[1:]) / kT
    xb = hbar * omega_b / kT
    return (np.prod(np.sinh(x0 / 2) / (x0 / 2))
            / np.prod(np.sinh(xs / 2) / (xs / 2))
            * (xb / 2) / np.sin(xb / 2))


def quantum_factor_from_levels(kT):
    """Same ratio from level sums and the barrier transmission."""
    def level_sum(x):
        return x * np.exp(-x * (np.arange(2000) + 0.5)).sum()
    low = np.prod([level_sum(hbar * np.sqrt(q) / kT) for q in lam_min])
    top = np.prod([level_sum(hbar * np.sqrt(q) / kT) for q in lam_sad[1:]])
    xb = hbar * omega_b / kT

    def integrand(y):
        return np.exp(-y) / (1 + np.exp(-2 * np.pi * y / xb))
    tunnel = (quad(integrand, -15, 0, limit=200)[0]
              + quad(integrand, 0, 50, limit=200)[0])
    return top / low * tunnel


for T in (T_device, T_anneal):
    assert np.isclose(quantum_factor(kB * T),
                      quantum_factor_from_levels(kB * T), rtol=1e-6)
trace_log = hbar**2 * (np.trace(D_min) - np.trace(D_sad)) / (24 * kT**2)
assert np.isclose(np.log(quantum_factor(kT)), trace_log, rtol=0.03)


def parabola_transmission(energy, edge=12.0):
    """Solve psi'' = -(z^2 + 2 energy) psi; energy in hbar*omega_b."""
    p = np.sqrt(edge**2 + 2 * energy)
    psi = 1 / np.sqrt(p) + 0j
    start = [psi, (1j * p - edge / (2 * p * p)) * psi]
    end = solve_ivp(lambda z, y: [y[1], -(z * z + 2 * energy) * y[0]],
                    (edge, -edge), start, method="DOP853",
                    rtol=1e-9, atol=1e-11).y[:, -1]
    slope = end[1] - edge / (2 * p * p) * end[0]
    incoming = 0.5 * (end[0] + slope / (1j * p))
    return 1 / (p * abs(incoming)**2)


for energy in (-0.3, 0.0, 0.2):
    assert abs(parabola_transmission(energy)
               - 1 / (1 + np.exp(-2 * np.pi * energy))) < 2e-3

# Electric field on a unit positive charge, with full relaxation.
field_MV_cm = 2.0
force = field_MV_cm * 1e6 * 1e2 * 1e-9                 # eV/nm
min_F = stationary_point(minimum, force)
sad_F = stationary_point(saddle, force)
barrier_F = (potential(sad_F) - force * sad_F[0]
             - potential(min_F) + force * min_F[0])
drop = barrier - barrier_F
assert np.isclose(drop, force * a / 2, rtol=0.02)
prefactor_F = vineyard_prefactor(min_F, sad_F)

THz = 1e-12 / time_unit


def frequencies(lam):
    return ", ".join(f"{q:.3f}" for q in np.sqrt(lam) * THz / (2 * np.pi))


print(f"Masses, defect and host: {masses[0]:.0f}, {masses[1]:.0f} u")
print(f"Site spacing a: {a:.2f} nm")
print(f"E0: {E0:.2f} eV; eta: {eta:.2f}")
print(f"kb, kw: {kb:.0f}, {kw:.0f} eV/nm^2")
print(f"g, f: {g:.0f}, {f:.0f} eV/nm")
print(f"Saddle x, b: {saddle[0]:.4f}, {saddle[1]:.5f} nm")
print(f"Barrier: {barrier:.4f} eV")
print(f"Frequencies at minimum: {frequencies(lam_min)} THz")
print(f"Stable frequencies at saddle: {frequencies(lam_sad[1:])} THz")
print(f"Unstable frequency (modulus): {omega_b*THz/(2*np.pi):.3f} THz")
print("Unstable mode (x, b, w), mass-weighted: "
      + ", ".join(f"{abs(q) if abs(q) < 5e-5 else q:.4f}" for q in unstable))
print(f"det K ratio, minimum/|saddle|: {K_ratio:.4f}")
print(f"Vineyard prefactor: {prefactor*THz:.3f} THz")
print(f"Prefactor ratio, defect mass doubled: {heavy_ratio:.4f}")
print(f"Full/harmonic rate at 40 K: {ratio[40.0]:.5f}")
print(f"Full/harmonic rate at 80 K: {ratio[80.0]:.5f}")
print(f"Full/harmonic rate, extrapolated to 0 K: {limit:.5f}")
for T in (T_anneal, T_device):
    e = kB * T
    k = prefactor / time_unit * np.exp(-barrier / e)
    gain = prefactor_F / prefactor * np.exp(drop / e)
    print(f"--- T = {T:.0f} K, kT = {e:.5f} eV")
    print(f"Barrier/kT: {barrier/e:.3f}")
    print(f"Vineyard rate per exit: {k:.4e} 1/s")
    print(f"Mean residence time, two exits: {1/(2*k):.4e} s")
    print(f"Full/harmonic classical flux: {ratio[T]:.4f}")
    print(f"Quantum/classical harmonic rate: {quantum_factor(e):.4f}")
    print(f"Rate factor of the field, forward hop: {gain:.3f}")
    print(f"Rate factor of a 0.1 eV lower barrier: {np.exp(0.1/e):.3f}")
print(f"--- Recrossing at {T_anneal:.0f} K")
print(f"Transmission, stable-mode plane: {kappa_mode:.3f}")
print(f"Transmission, plane x = a/2: {kappa_x:.3f}")
print(f"Flux/Vineyard, plane x = a/2: {ratio_x:.4f}")
print(f"Harmonic flux excess of plane x = a/2: {harmonic_excess:.4f}")
print(f"Corrected/Vineyard, stable-mode plane: {corrected_mode:.3f}")
print(f"Corrected/Vineyard, plane x = a/2: {corrected_x:.3f}")
print("--- Quantum and field data")
print(f"Crossover temperature: {hbar*omega_b/(2*np.pi*kB):.1f} K")
print(f"Leading log of quantum factor, {T_anneal:.0f} K: {trace_log:.5f}")
print(f"Field: {field_MV_cm:.1f} MV/cm; barrier drop: {drop:.5f} eV")
print(f"Prefactor in the field: {prefactor_F*THz:.3f} THz")
print("OK")
```

Running it gives:

```
Masses, defect and host: 12, 28 u
Site spacing a: 0.30 nm
E0: 1.40 eV; eta: 0.30
kb, kw: 1000, 800 eV/nm^2
g, f: 20, 15 eV/nm
Saddle x, b: 0.1500, 0.01538 nm
Barrier: 1.2462 eV
Frequencies at minimum: 4.913, 9.343, 10.403 THz
Stable frequencies at saddle: 9.110, 10.652 THz
Unstable frequency (modulus): 7.971 THz
Unstable mode (x, b, w), mass-weighted: 0.9540, 0.0000, -0.2997
det K ratio, minimum/|saddle|: 0.3811
Vineyard prefactor: 4.921 THz
Prefactor ratio, defect mass doubled: 0.7279
Full/harmonic rate at 40 K: 1.00064
Full/harmonic rate at 80 K: 1.00127
Full/harmonic rate, extrapolated to 0 K: 1.00001
--- T = 1000 K, kT = 0.08617 eV
Barrier/kT: 14.461
Vineyard rate per exit: 2.5805e+06 1/s
Mean residence time, two exits: 1.9376e-07 s
Full/harmonic classical flux: 1.0122
Quantum/classical harmonic rate: 1.0084
Rate factor of the field, forward hop: 1.414
Rate factor of a 0.1 eV lower barrier: 3.191
--- T = 450 K, kT = 0.03878 eV
Barrier/kT: 32.136
Vineyard rate per exit: 5.4417e-02 1/s
Mean residence time, two exits: 9.1883e+00 s
Full/harmonic classical flux: 1.0064
Quantum/classical harmonic rate: 1.0421
Rate factor of the field, forward hop: 2.159
Rate factor of a 0.1 eV lower barrier: 13.181
--- Recrossing at 1000 K
Transmission, stable-mode plane: 1.000
Transmission, plane x = a/2: 0.919
Flux/Vineyard, plane x = a/2: 1.1026
Harmonic flux excess of plane x = a/2: 1.0901
Corrected/Vineyard, stable-mode plane: 1.012
Corrected/Vineyard, plane x = a/2: 1.013
--- Quantum and field data
Crossover temperature: 60.9 K
Leading log of quantum factor, 1000 K: 0.00832
Field: 2.0 MV/cm; barrier drop: 0.02984 eV
Prefactor in the field: 4.921 THz
OK
```
